# The Field at Which an ONO Nitride Stops Blocking Holes

## The decision that depends on this field

A calculation of hole injection through an oxide-nitride-oxide stack needs a tunnelling exponent, and someone has to decide which layers contribute to it. At low field all three do. At high field the nitride term must be dropped, because the injected hole then moves through the nitride above its barrier. The field at which the term vanishes follows from the voltage drop across the first oxide alone.

Two related questions need separate answers: how gradually the nitride term fades, and whether the second oxide still contributes when it has gone. In the example below the second oxide still has a barrier. At the clearing field it lowers the typical coherent transmission, defined by the phase average of the logarithm, by about three orders of magnitude. It need not lower the current by that factor, because resonances can carry most of the current.

## Model and conventions

A hole starts in the silicon valence band and crosses, in order, a first oxide of thickness $d_1$, a nitride of thickness $d_N$ and a second oxide of thickness $d_2$. Hole energy is counted upward, so a barrier is a positive energy and a field that drives holes away from silicon lowers the potential energy along the path. The algebra uses atomic units, $\hbar=m_e=e=1$; numbers are in eV and angstrom.

The hole barriers of oxide and nitride, measured from the silicon valence edge at the interface, are $P_O$ and $P_N$, with $P_O>P_N$. The hole has energy $E<P_N$ in its motion along the stack normal. The barriers it sees at zero field are therefore
$$B_O=P_O-E,\qquad B_N=P_N-E .$$

The layers are uniform, the interfaces sharp and the motion elastic and coherent. One parabolic mass $m$ is used throughout, and the momentum parallel to the layers is zero. A hole barrier of about 4.5 eV lies near the middle of the oxide gap, where a parabolic mass is only a fitting form, so the exponents below are model values; the clearing field does not depend on the mass. Image-force lowering of the barriers is left out. There is no trapped charge at first; charge and parallel momentum are taken up near the end.

Let $f>0$ be the force on the hole in the first oxide. With $e=1$ it equals the field there. "Field" below means this local quantity, not the stack voltage divided by the total thickness.

## Potential energy along the stack

Without charge at the interfaces the normal component of the displacement is continuous. If $\varepsilon_O$ and $\varepsilon_N$ are the relative permittivities and $f'$ is the force in the nitride, then
$$\varepsilon_O f=\varepsilon_N f'\quad\Rightarrow\quad f'=rf,\qquad r=\frac{\varepsilon_O}{\varepsilon_N}.$$
The second oxide has the permittivity of the first, so the force there is again $f$. Adding the three drops gives
$$V=f\,(d_1+r\,d_N+d_2).$$

On reaching the nitride, the hole has gained $fd_1$ relative to the band edges. At a depth $y$ inside the nitride it has gained a further $rfy$. The barrier it sees there is
$$U(y)=B_N-fd_1-rfy,\qquad 0\le y\le d_N .$$
Where $U>0$ the hole is classically forbidden and its wave decays; where $U<0$ it propagates.

## The clearing field

Since $rf>0$, $U(y)$ falls steadily with depth, and its largest value is at the entrance:
$$\max_{0\le y\le d_N}U(y)=U(0)=B_N-fd_1 .$$
The nitride has no forbidden region if and only if this maximum is not positive:
$$B_N-fd_1\le 0\quad\Leftrightarrow\quad f\ge f_N,\qquad \boxed{f_N=\frac{P_N-E}{d_1}} .$$

For a hole at the valence edge, $E=0$ and the condition reads $fd_1\ge P_N$: the first oxide drop must reach the nitride hole barrier. A hole with energy $E$ needs a drop smaller by $E$.

Neither $d_N$ nor $\varepsilon_N$ appears, because the last point to clear is the entrance, which the hole reaches before it has gained anything from the nitride drop. Both quantities do enter the voltage needed to produce this field:
$$V_N=f_N(d_1+r d_N+d_2)=B_N\left(1+\frac{r d_N+d_2}{d_1}\right).$$

The first oxide itself still blocks at $f_N$. The barrier at its far side is $B_O-f_Nd_1=B_O-B_N=P_O-P_N>0$, so the hole tunnels through its full thickness.

## Blocking fades from the far side

The far edge of the nitride clears first. Setting $U(d_N)=0$ gives
$$f_a=\frac{B_N}{d_1+r d_N}<f_N .$$
There are three regimes. For $f\le f_a$ the whole nitride is forbidden. For $f_a<f<f_N$ a part next to the first oxide is forbidden, with length $L$ fixed by $U(L)=0$:
$$L=\frac{B_N-fd_1}{rf}.$$
For $f\ge f_N$ no forbidden part is left.

To see what this does to tunnelling, write the wave in a forbidden region as $\psi=e^{-\sigma(y)}$. The wave equation $\psi''=2mU\psi$ becomes
$$(\sigma')^2-\sigma''=2mU .$$
If the barrier varies slowly on the scale of the decay length, $\sigma''$ can be neglected, and $\sigma'=\sqrt{2mU}$. This is the WKB approximation. Apart from a prefactor, the density $|\psi|^2$ falls by $e^{-2S_N}$ across the nitride, where
$$S_N=\int_0^{d_N}\sqrt{2m\,[U(y)]_+}\;dy,\qquad [u]_+=\max(u,0).$$

Take $u=U(y)$ as the variable, so that $dy=-du/(rf)$. The minus sign reverses the limits:
$$S_N=\frac{\sqrt{2m}}{rf}\int_{[U(d_N)]_+}^{[U(0)]_+}\sqrt u\,du .$$
Since $\int\sqrt u\,du=\tfrac23u^{3/2}$,
$$S_N=\frac{2\sqrt{2m}}{3rf}\left\{[B_N-fd_1]_+^{3/2}-[B_N-fd_1-rfd_N]_+^{3/2}\right\}.$$

**Low field.** Put $a=B_N-fd_1$ and $\delta=rfd_N$. For $\delta\ll a$ the difference is $a^{3/2}-(a-\delta)^{3/2}\approx\tfrac32\sqrt a\,\delta$, so
$$S_N\approx\frac{2\sqrt{2m}}{3rf}\cdot\frac32\sqrt a\;rfd_N=\sqrt{2ma}\;d_N\;\to\;\sqrt{2mB_N}\;d_N .$$
This is the exponent of a rectangular barrier, as it should be.

**Just below the clearing field.** For $f_a\le f\le f_N$ the second bracket is zero. With $B_N=f_Nd_1$ the first is $d_1(f_N-f)$, and
$$S_N=\frac{2\sqrt{2m}\,d_1^{3/2}}{3r}\,\frac{(f_N-f)^{3/2}}{f}.$$
Call the constant prefactor $C$. Then
$$\frac{dS_N}{df}=-C\left[\frac{3}{2}\frac{(f_N-f)^{1/2}}{f}+\frac{(f_N-f)^{3/2}}{f^2}\right]\to0 .$$
The exponent reaches zero with zero slope, so the WKB factor $e^{-2S_N}$ has no jump and no corner at $f_N$.

## How sharply the field is defined

WKB fails when the forbidden length is too short. Near the turning point $y=L$ the wave equation is $\psi''=2mrf(L-y)\psi$. Its only length scale is
$$\ell=(2mrf)^{-1/3}.$$
For $f_a\le f\le f_N$ the entrance barrier is $rfL$, and the action becomes
$$S_N=\frac{2\sqrt{2m}}{3rf}(rfL)^{3/2}=\frac23\sqrt{2mrf}\,L^{3/2}=\frac23\left(\frac L\ell\right)^{3/2}.$$
A small $S_N$ thus means that $L$ is no longer large compared with $\ell$, which is where $e^{-2S_N}$ loses its quantitative meaning. The crossover covers roughly the fields for which $|U(0)|$ is below $rf\ell$, that is
$$|f-f_N|\lesssim\frac{rf_N\,\ell}{d_1}.$$
This is an estimate of a width, not a bound.

The statement "the nitride stops blocking at $f_N$" has a sharp meaning in the semiclassical limit. Multiply all masses by $\lambda^2$. Then $\sigma'$ grows as $\lambda$, and the neglected term shrinks relative to the kept one, $\sigma''/(\sigma')^2\propto1/\lambda$, away from turning points. Without the second oxide, the nitride contributes $2\lambda S_N$ to $-\ln T$ below $f_N$, with $T$ the transmission, and nothing proportional to $\lambda$ above it. Reflection of a propagating wave at the interfaces remains, but its effect on $\ln T$ does not grow in proportion to $\lambda$. With a second barrier behind the nitride, the statement holds for the phase average of $\ln T$. At the peaks of the resonances described below, $T\approx4T_1/T_2$ for $T_1\ll T_2\ll1$, where $T_1$ is the transmission into the well, forbidden part of the nitride included, and $T_2$ that of the second oxide. The nitride exponent then enters as before, while that of the second oxide enters with the opposite sign.

## The second oxide

At a depth $z$ in the second oxide the hole sees
$$U_2(z)=B_O-f(d_1+r d_N)-fz .$$
This also is largest at the entrance, so the second oxide is wholly cleared at
$$f_O=\frac{B_O}{d_1+r d_N}.$$
At the nitride clearing field its entrance barrier is
$$U_2(0)\big|_{f_N}=B_O-B_N-r d_N\frac{B_N}{d_1}.$$
It is non-positive only if
$$r d_N\frac{B_N}{d_1}\ge B_O-B_N\quad\Leftrightarrow\quad d_N\ge\frac{d_1}{r}\left(\frac{B_O}{B_N}-1\right).$$
A thinner nitride leaves a second barrier standing when its own has gone. Once the far edge of the second oxide is clear, the same integral as before, with force $f$ in place of $rf$, gives
$$S_2=\frac{2\sqrt{2m}}{3f}\,[B_O-f(d_1+r d_N)]_+^{3/2}.$$

In that case the nitride is a well between two barriers. Let the oxides have transmissions $T_1$ and $T_2$. A wave in the well can make any number of round trips, each multiplying its amplitude by $\rho e^{i\varphi}$ with $0\le\rho<1$. The transmitted amplitudes form a geometric series, so
$$T=\frac{T_1T_2}{|1-\rho e^{i\varphi}|^2}.$$
Near $\varphi=0$ the stack resonates and $T$ can greatly exceed $T_1T_2$. The logarithm behaves more simply. From
$$\ln|1-\rho e^{i\varphi}|^2=-2\sum_{n\ge1}\frac{\rho^n\cos n\varphi}{n},$$
every term averages to zero over $\varphi$, and the phase average of $\ln T$ is $\ln T_1+\ln T_2$. Adding the exponents of the two oxides therefore describes this average, not the transmission at each separate field.

The average of $T$ itself is different. Expanding $1/|1-\rho e^{i\varphi}|^2$ as a double series in $\rho^{n+n'}e^{i(n-n')\varphi}$, only the terms with $n=n'$ survive the average, which is $1/(1-\rho^2)$. Each reflection keeps the part of the flux that is not transmitted, so $\rho^2=(1-T_1)(1-T_2)$ and
$$\langle T\rangle=\frac{T_1T_2}{T_1+T_2-T_1T_2}\approx T_1\qquad(T_1\ll T_2\ll1).$$
Narrow resonances make up for the low transmission between them. A current adds transmissions, not logarithms. If the hole energies cover whole periods of $\varphi$ while $T_1$, $T_2$ and the supply of holes stay nearly constant, the second oxide hardly limits the current. Otherwise the result depends on where the resonances lie relative to the hole energies. The example below is of this second kind: at 0.12, 0.125, 0.13 and 0.14 eV/angstrom at most one resonance lies within 0.5 eV of the valence edge, a range far wider than the thermal spread. With a Boltzmann supply at 300 K, and compared with a nitride that continues without end, the second oxide raises the coherent current about fourfold at the first of these fields, where a resonance sits near 0.06 eV, and lowers it by a factor of about 100 to 200 at the other three.

## Worked example

The parameters are round model values: $d_1=15$, $d_N=20$ and $d_2=20$ angstrom; $P_O=4.6$, $P_N=1.9$ and $E=0.1$ eV; relative permittivities 4 and 8; mass 0.5. Hence $B_O=4.5$ eV, $B_N=1.8$ eV and $r=0.5$.

The clearing field of the nitride is
$$f_N=\frac{1.8}{15}=0.120\ \text{eV/angstrom},$$
which is an oxide field of 12 MV/cm. Fields of this size are close to oxide breakdown; the higher fields in the table below show how the model behaves and are not meant as operating conditions. A hole with $E=0$ would need $1.9/15=0.127$ eV/angstrom. The other two fields share the denominator $15+0.5\times20=25$ angstrom:
$$f_a=\frac{1.8}{25}=0.072,\qquad f_O=\frac{4.5}{25}=0.180\ \text{eV/angstrom}.$$

At $f_N$ the drops are 1.8 eV in the first oxide, $0.06\times20=1.2$ eV in the nitride and $0.12\times20=2.4$ eV in the second oxide, 5.4 eV in all. Dividing this by the total thickness of 55 angstrom gives 0.098 eV/angstrom. Comparing such an average with $f_N$ would wrongly suggest that the nitride still blocks.

The second oxide has an entrance barrier of $4.5-1.8-1.2=1.5$ eV at $f_N$, forbidden over $1.5/0.12=12.5$ angstrom. A nitride of at least $(15/0.5)(4.5/1.8-1)=45$ angstrom would be needed to remove it.

The exponents at selected fields are as follows. The last column is the ratio of two transmissions from the wave equation, with and without the nitride behind the first oxide; the second oxide is absent from both.

| $f$ (eV/angstrom) | $2S_1$ | $2S_N$ | $2S_2$ | $e^{-2S_N}$ | ratio |
|---|---|---|---|---|---|
| 0.072 | 21.6 | 8.20 | 20.3 | 0.0003 | 0.0001 |
| 0.096 | 21.1 | 2.17 | 14.9 | 0.11 | 0.08 |
| 0.108 | 20.8 | 0.68 | 10.8 | 0.51 | 0.09 |
| 0.120 | 20.6 | 0 | 7.40 | 1 | 0.35 |
| 0.132 | 20.3 | 0 | 4.81 | 1 | 0.56 |
| 0.144 | 20.0 | 0 | 2.86 | 1 | 0.44 |
| 0.180 | 19.1 | 0 | 0 | 1 | 0.86 |

The nitride column can be checked by scaling. Between 0.096 and 0.108 eV/angstrom the entrance barrier falls from $1.8-1.44=0.36$ to $1.8-1.62=0.18$ eV. Since $S_N$ varies as this barrier to the power 3/2 divided by $f$,
$$2.174\times\left(\frac{0.18}{0.36}\right)^{3/2}\times\frac{0.096}{0.108}=0.683,$$
in agreement with the table.

## Reading the numbers

At $f_N$ the nitride exponent is zero, but that of the second oxide is 7.4. Treating the stack as a single first oxide at this field would raise the WKB estimate of the typical transmission, taken from the phase average of $\ln T$, by $e^{7.4}\approx1600$. At 0.144 eV/angstrom the factor is already below 20. For this estimate, the nitride term is dropped at $f_N$ and the second oxide term is kept until $f_O$. For a current, $T$ itself must be summed over the hole energies, resonances included.

The wave-equation ratio does not follow $e^{-2S_N}$ near the clearing field. At 0.108 eV/angstrom it is about five times smaller. Reflection at the far end of the nitride contributes to this difference. So do the prefactors from matching the wave at the interfaces, which the exponential leaves out. The separate contributions are not determined here. In any case the forbidden length is too short for WKB to be trusted at this field, as a comparison with $\ell$ shows. At 0.096 eV/angstrom, $L=0.36/0.048=7.5$ angstrom and $S_N=1.09$, so
$$\frac L\ell=\left(\frac{3S_N}{2}\right)^{2/3}\approx1.4,\qquad \ell\approx5.4\ \text{angstrom}.$$
At 0.108 eV/angstrom, $L=0.18/0.054=3.3$ angstrom, shorter than $\ell\approx5.2$ angstrom. With $\ell\approx5$ angstrom at $f_N$, the crossover half-width is about $0.06\times5/15=0.02$ eV/angstrom, or one sixth of $f_N$. The clearing field thus lies within a gradual crossover and is not a threshold in the current.

Above $f_N$ the ratio stays below one at the listed fields and is not monotonic. It contains reflection at the nitride boundaries and also a change of collector: in each calculation the hole leaves into a flat region with kinetic energy $E$ plus the drop up to that point, which is larger when the nitride is present. These effects have not been separated here, so the dip at 0.144 eV/angstrom is left unexplained.

The scaled-mass test separates tunnelling decay from such reflections. It takes the increase of $-\ln T$ between $\lambda=10$ and $\lambda=40$ and divides it by twice the difference in $\lambda$. Since a forbidden layer contributes $2\lambda S$ to $-\ln T$, the result should be its action $S$. At 0.096 eV/angstrom the nitride's share is 1.07, against $S_N=1.09$. At 0.144 eV/angstrom it is $-0.01$, against zero. A negative action has no meaning in itself; a residue of this size is expected from reflections, which change $\ln T$ by an amount of order one that is then divided by a large difference in $\lambda$.

The same test on the whole stack at 0.144 eV/angstrom, averaged over the phase in the well, gives 11.45 against $S_1+S_N+S_2=11.44$. Of this, 1.43 belongs to the second oxide, so its remaining barrier is present in the wave equation too. The clearing fields were tested separately against a numerical solution of the Poisson equation for several thicknesses, a second nitride permittivity and two hole energies. The full figures are in the numerical output.

## When the condition changes

**Trapped charge.** Let $q(y)$ be the charge per area between the first oxide and depth $y$ in the nitride. Gauss's law in atomic units gives the local force
$$g(y)=rf+\frac{4\pi q(y)}{\varepsilon_N},\qquad U(y)=B_N-fd_1-\int_0^y g(y')\,dy' .$$
As long as the integral is nowhere negative, the entrance remains the highest point and $f_N$ is unchanged, provided $f$ is the actual force in the first oxide. The voltage $V_N$ generally does change. Enough trapped electrons make $q$ so negative that the force reverses, which in the example above takes about $2.7\times10^{13}$ electrons per cm$^2$ at $f_N$; the barrier can then rise above its entrance value, and the nitride may block again at $f_N$. This amount suffices for charge at the entrance; charge spread evenly through the nitride must be about twice as large before the barrier exceeds its entrance value.

**Parallel momentum.** Let the hole have parallel momentum $k$, and let the masses for parallel motion be $m_s$ in silicon and $m_N$ in the nitride. Its total energy is $E+k^2/2m_s$, while parallel motion in the nitride costs $k^2/2m_N$. The barrier left for the normal motion gives
$$f_N=\frac1{d_1}\left[P_N-E+\frac{k^2}{2}\left(\frac1{m_N}-\frac1{m_s}\right)\right].$$
For equal masses the correction vanishes. A lighter mass in the nitride raises the clearing field.

**A spread of energies.** Injected holes have a distribution of $E$, and each energy has its own clearing field. A spread $\Delta E$ distributes the clearing fields over an interval $\Delta E/d_1$. Here 0.1 eV corresponds to about 0.007 eV/angstrom, less than the width already set by the wave nature of the hole. The two widths do not simply add.

**Scattering.** If holes lose energy or phase coherence in the nitride, the condition for entering it without a barrier is unchanged, since it concerns the entrance alone. Passage through the second oxide is affected: a hole that has lost energy meets a higher barrier there than $U_2$ gives. If only phase coherence is lost, the transmission becomes the average $\langle T\rangle$ found above. For $T_1\ll T_2\ll1$ this is about $T_1$, and the exponent of the second oxide drops out. A hole that is trapped in the nitride has been injected without crossing the second oxide at all. The exponents above then no longer describe the whole stack, even though the nitride term is still absent above $f_N$ for holes arriving from the first oxide.

## Numbers as computed

```
thicknesses d1, dN, d2: 15, 20, 20 angstrom
hole barriers P_O, P_N: 4.6, 1.9 eV
hole energy E: 0.1 eV
barriers from the hole B_O, B_N: 4.5, 1.8 eV
relative permittivities: 4, 8; ratio r 0.50
hole mass: 0.5 electron masses
nitride far edge clears at: 0.0720 eV/angstrom
nitride wholly clears at f_N: 0.1200 eV/angstrom
f_N as oxide field: 12.00 MV/cm
f_N for E = 0: 0.1267 eV/angstrom
second oxide wholly clears at: 0.1800 eV/angstrom
f_N from solved potential: 0.1200 eV/angstrom
first oxide drop at f_N: 1.80 eV
nitride drop at f_N: 1.20 eV
whole stack drop at f_N: 5.40 eV
second oxide entrance barrier at f_N: 1.50 eV
its forbidden length at f_N: 12.50 angstrom
nitride thickness that removes it: 45.0 angstrom
power of vanishing nitride action: 1.5000
Table: force (eV/angstrom); exponents 2S of oxide 1, nitride,
oxide 2; exp(-2S) of nitride; wave-equation ratio T(O+N)/T(O)
0.0720; 21.610, 8.197, 20.275; 0.0003; 0.0001
0.0960; 21.097, 2.174, 14.927; 0.1138; 0.0841
0.1080; 20.834, 0.683, 10.801; 0.5051; 0.0945
0.1200; 20.566, 0.000, 7.395; 1.0000; 0.3549
0.1320; 20.292, 0.000, 4.810; 1.0000; 0.5580
0.1440; 20.013, 0.000, 2.864; 1.0000; 0.4359
0.1800; 19.135, 0.000, 0.000; 1.0000; 0.8647
Scaled-mass test, nitride action S_N: wave equation, formula
at 0.0960 eV/angstrom: 1.068, 1.087
at 0.1440 eV/angstrom: -0.011, 0.000
Scaled-mass test, whole stack action: wave equation, formula
at 0.1440 eV/angstrom: 11.448, 11.439
second oxide part of that action: 1.432
```
